# Band-filling correction for a shallow donor supercell and its dilute limit

## Question

I am computing the formation energy of a neutral shallow donor in a semiconductor. The cubic supercell has side \(L\) and holds one donor, so one extra electron sits in the conduction band. I sample the supercell zone with a Γ-centred 2×2×2 mesh. The code gives me eigenvalues \(\varepsilon_{n\mathbf k}\), occupations \(f_{n\mathbf k}\) and weights \(w_{\mathbf k}\).

Some occupied levels lie well above the conduction-band minimum of the host, and I believe this raises my total energy artificially. I have three difficulties:

1. How do I get the correction from the sampled occupations, and with which sign?
2. The code sets the average potential of every cell to zero. Can I use the host band edge as it stands?
3. How can I show that the correction vanishes as \(L\to\infty\)? The number of conduction electrons per cell stays at one, so I don't see what becomes small. Does it matter that the valley is not at Γ?

## Answer

What becomes small is the energy of the electron above the edge, not the number of electrons. A larger cell has a smaller Brillouin zone, so the lowest folded band can rise less far above the valley. I use Hartree atomic units, with energies quoted in millihartree (mHa).

### The correction from the occupations

Let the weights sum to one and let \(f\) include both spins, so that

\[
\sum_{\mathbf k}w_{\mathbf k}=1,\qquad 0\le f_{n\mathbf k}\le 2,\qquad \sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}=1 .
\]

The last sum runs over conduction levels and counts the donor electron. Call the band edge, expressed on the energy scale of the donor cell, \(\tilde e_c\).

In the dilute limit, an electron that is not bound should sit at the edge. Take an amount \(w_{\mathbf k}f_{n\mathbf k}\) of electron from a level above the edge and put it at \(\tilde e_c\), keeping the potential fixed. The energy changes by \(w_{\mathbf k}f_{n\mathbf k}(\tilde e_c-\varepsilon_{n\mathbf k})\), which is negative. Doing this for all levels above the edge gives

\[
\Delta E=-E_{\rm bf},\qquad
E_{\rm bf}=\sum_{n\mathbf k}w_{\mathbf k}f_{n\mathbf k}\,\max(0,\;\varepsilon_{n\mathbf k}-\tilde e_c).
\]

You add \(\Delta E\) to the total energy of the donor cell, and hence to the formation energy.

For independent electrons this is the full energy change of the transfer. In a self-consistent density-functional calculation, the derivative of the total energy with respect to an occupation is the eigenvalue, so the formula is the first-order change; the response of the density to the transfer is left out.

The maximum matters. A level below the edge has been lowered by the attraction of the donor and may belong to a bound state, so this correction must not move it up.

### Where the edge lies in the donor cell

The host edge \(e_c\) cannot be used as it stands. Let \(V(\mathbf r)\) be the donor potential relative to the host, with \(V\to0\) far from the donor, and let its cell average be

\[
\bar V=\frac1{L^3}\int_{\rm cell}V\,d^3r .
\]

A code that forces the average to zero works with \(V-\bar V\). Far from the donor, where the crystal is host-like, this equals \(-\bar V\) rather than zero. The host edge therefore appears at

\[
\tilde e_c=e_c+\Delta V,\qquad \Delta V=-\bar V ,
\]

provided the cell has a region where \(V\) is negligible. In practice \(\Delta V\) is the potential far from the donor minus the host potential at the equivalent place. An attractive donor has \(\bar V<0\), so \(\Delta V>0\).

A constant shift of the potential does not change the total energy of a neutral cell, but it does shift the eigenvalues. The alignment therefore enters through \(E_{\rm bf}\). Omitting it overestimates the contribution of each occupied level that stays above the edge by \(w_{\mathbf k}f_{n\mathbf k}\Delta V\).

### Why the correction vanishes

I assume an attractive potential, \(V\le0\), with a finite integral over space, a one-band description of the conduction electron, and filling at zero temperature. Let the host valley be at \(\mathbf q_0\), and choose a constant \(A\) such that

\[
\varepsilon^{\rm host}(\mathbf q_0+\boldsymbol\kappa)-e_c\le A\kappa^2 .
\]

Such a constant exists for a smooth band because the energy has no linear term at its minimum. For an isotropic parabolic band, \(A=1/(2m)\).

**Folding.** Host wavevectors that differ by a reciprocal vector of the supercell fold to the same \(\mathbf k\). Starting from \(\mathbf k-\mathbf q_0\), we can add such a vector to bring the difference into the cube \(|\kappa_i|\le\pi/L\). Every sampled \(\mathbf k\) thus contains a host state at \(\mathbf q_0+\boldsymbol\kappa\) with

\[
\kappa^2=\kappa_x^2+\kappa_y^2+\kappa_z^2\le\frac{3\pi^2}{L^2}.
\]

This holds wherever the valley is.

**Variational bound.** Use that host state \(\psi\), normalized in the cell, as a trial function for the donor cell. Measured from the aligned edge, the lowest level at \(\mathbf k\) satisfies

\[
\varepsilon_{1\mathbf k}-\tilde e_c\;\le\;A\kappa^2+\int_{\rm cell}|\psi|^2V\,d^3r\;\le\;\frac{3\pi^2A}{L^2},
\]

because the integral is not positive.

**Filling.** With two spins, the lowest band can hold \(\sum_{\mathbf k}2w_{\mathbf k}=2\) electrons per cell, and we have one. If a level above the top of the sampled lowest band were occupied at zero temperature, the whole lowest band would have to be full already, with two electrons in it. That is a contradiction, so every occupied level obeys the bound above. Averaging with the weights \(w_{\mathbf k}f_{n\mathbf k}\), which sum to one, gives

\[
\boxed{\,0\le E_{\rm bf}\le\frac{3\pi^2A}{L^2}\,}
\]

Hence \(\Delta E\to0\) as \(L\to\infty\), at least as fast as \(L^{-2}\).

### The coefficient for your mesh

The bound is not an estimate. For an isotropic valley at Γ, your eight points are Γ, three X points, three M points and one R point, where X means \((\pi/L,0,0)\) and its equivalents. Γ has weight \(1/8\) and can take \(2\times1/8=1/4\) of the electron. The X points together have weight \(3/8\) and take the remaining \(3/4\). Without the donor potential, the energies are zero at Γ and \((\pi/L)^2/(2m)\) at X, so

\[
E_{\rm bf}^{\rm free}=\frac34\,\frac{\pi^2}{2mL^2}.
\]

The donor lowers this. At X the plane waves with wavevectors \(+\pi/L\) and \(-\pi/L\) along the axis are degenerate. The potential adds \(\bar V\) to both and couples them through its Fourier coefficient \(v(2\pi/L)\), where \(v(G)=L^{-3}\int V e^{-iGx}d^3r\). The first-order matrix is

\[
\begin{pmatrix}
\frac{\pi^2}{2mL^2}+\bar V & v\\
v & \frac{\pi^2}{2mL^2}+\bar V
\end{pmatrix},
\]

with eigenvalues \(\pi^2/(2mL^2)+\bar V\pm v\). For a well with \(v<0\), the lower one is

\[
\varepsilon_X-\tilde e_c\simeq\frac{\pi^2}{2mL^2}+\bar V+v(2\pi/L).
\]

For a short-range well, both potential terms scale as \(L^{-3}\) in a large cell, so their size relative to the kinetic term falls as \(1/L\). This does not carry over to a screened Coulomb tail. There \(v(G)=-4\pi/(\epsilon L^3G^2)\), with \(\epsilon\) the dielectric constant, so \(v(2\pi/L)=-1/(\pi\epsilon L)\). The potential terms then scale as \(1/L\) and grow relative to the kinetic term in proportion to \(L\), until the electron binds.

A dense mesh gives another coefficient. One electron per cell fills a sphere with \(k_F^3/(3\pi^2)=1/L^3\), and the mean kinetic energy is \(\tfrac35k_F^2/(2m)\). Therefore

\[
E_{\rm bf}^{\rm dense}=\frac{3}{10m}\,\frac{(3\pi^2)^{2/3}}{L^2}
\]

for a free band with a single parabolic valley. With \(g\) equivalent valleys, each holds \(1/g\) of the electron and this value is multiplied by \(g^{-2/3}\). In cells of a few tens of bohr the sampled levels lie tenths of an eV above the edge, where a real band is no longer parabolic, so these prefactors are only a guide. The 2×2×2 and dense meshes thus give different prefactors but the same power. Sampling Γ alone would give zero for this band, because the whole electron then fits at the valley minimum. The dense-mesh value is the filling energy of a crystal with one carrier per volume \(L^3\), so refining the mesh does not remove it.

### A worked cell

Take a model with \(m=0.2\) and a donor well \(V=-V_0e^{-r^2/r_0^2}\), where \(V_0=0.03\) hartree and \(r_0=6\) bohr. This well is too weak to bind an electron by itself. It therefore represents an unbound carrier, not the hydrogen-like bound state that the Coulomb tail of an isolated shallow donor produces. Set \(e_c=0\) and \(L=40\) bohr. The average potential is

\[
\bar V=-\frac{\pi^{3/2}V_0r_0^3}{L^3}=-0.564\ \text{mHa},
\]

so \(\Delta V=+0.564\) mHa. Diagonalization in plane waves gives these lowest levels:

| Point | Weight | Raw (mHa) | Aligned (mHa) | \(f\) |
|---|---|---|---|---|
| Γ | 1/8 | −0.046 | −0.610 | 2 |
| X | 3/8 | 14.883 | 14.319 | 2 |
| M | 3/8 | 29.434 | 28.870 | 0 |
| R | 1/8 | 43.362 | 42.799 | 0 |

Γ is below the aligned edge and contributes nothing to \(E_{\rm bf}\). The X points give

\[
E_{\rm bf}=\frac38\times2\times14.319=10.74\ \text{mHa},
\]

so the correction is \(\Delta E=-10.74\) mHa, or \(-0.292\) eV. The first-order formula gives 10.80 mHa. It lies slightly higher, as it must, since it is the energy of a trial function.

Without alignment, you would find \(0.75\times14.883=11.16\) mHa. The excess of 0.42 mHa is \(0.75\,\Delta V\).

The electron energy relative to the edge is \(0.25\times(-0.610)+10.74=10.59\) mHa before correction and \(-0.15\) mHa after it. The remainder is the energy of the part of the electron at Γ, which the donor's attraction lowers below the edge. Since this well has no bound state, the remainder is a finite-size effect and not a binding energy.

The occupations must be those of the calculation you are correcting. If it places one electron in the lowest level at every \(\mathbf k\), then \(f=1\) throughout and

\[
E_{\rm bf}=\frac38(14.319)+\frac38(28.870)+\frac18(42.799)=21.55\ \text{mHa}.
\]

This is about twice the previous value for the same potential and mesh. It still obeys the \(L^{-2}\) bound, because only the lowest band is used.

With zero-temperature filling, the size dependence is:

| \(L\) (bohr) | \(E_{\rm bf}\) (mHa) | \(E_{\rm bf}/E_{\rm bf}^{\rm free}\) | Corrected energy (mHa) |
|---|---|---|---|
| 30 | 18.79 | 0.914 | −0.353 |
| 40 | 10.74 | 0.929 | −0.153 |
| 50 | 6.96 | 0.940 | −0.079 |
| 60 | 4.87 | 0.948 | −0.046 |

Between 30 and 60 bohr the effective power is \(-1.95\). It is slightly weaker than \(-2\) because the ratio to the free value is still rising towards one. The corrected energy falls faster: to first order it is \(\bar V/4\), which scales as \(L^{-3}\). At 40 bohr that estimate is \(-0.141\) mHa, against the computed \(-0.153\) mHa. These trends belong to the short-range well. For a Coulomb donor the ratio to the free value falls with \(L\) instead, and the corrected energy does not scale as \(L^{-3}\).

### A valley away from Γ

The bound survives, but a smooth \(L^{-2}\) curve need not. A one-dimensional ring shows why. Take the band

\[
\varepsilon(k)=2t_1\cos k+2t_2\cos2k,\qquad t_1=-0.01,\quad t_2=0.01\ \text{hartree}.
\]

Insert \(\cos2k=2\cos^2k-1\) and complete the square. With \(\cos k_0=-t_1/(4t_2)=0.25\), the energy above the minimum is

\[
\varepsilon(k)-\varepsilon(k_0)=4t_2(\cos k-\cos k_0)^2 .
\]

The valley is at \(k_0=1.318\) radians per site. A ring of \(n\) sites sampled at its own Γ point contains \(k=2\pi j/n\) with integer \(j\). For \(n=10\), the value \(k=1.257\) is close to the valley and the lowest level is only 0.14 mHa above it. For \(n=12\), the best choices have \(\cos k=0\) or \(0.5\), and the excess is 2.50 mHa. The larger cell is worse.

Since some allowed \(k\) lies within \(\pi/n\) of the valley, and the cosine changes no faster than its argument, the excess cannot exceed \(4t_2\pi^2/n^2\). At \(n=60\) it is 0.07 mHa, below the bound of 0.11 mHa. With an off-centre valley and a coarse mesh, evaluate the correction cell by cell rather than fitting a few sizes to \(L^{-2}\).

### When the answer changes

**The donor binds and the cell resolves it.** If the whole occupied band lies below the aligned edge, \(E_{\rm bf}=0\) already at finite \(L\). With the well deepened to 0.4 hartree at \(L=40\) bohr, the highest sampled level of the lowest band is at about \(-44\) mHa and the electron energy is about \(-46\) mHa. The correction is zero. Dropping the maximum from the formula would add about 46 mHa and erase the binding.

So a vanishing correction does not mean that the donor level lies at the band edge. Nor does it show that the binding energy has converged: a cell smaller than the donor orbital can misrepresent the binding, and the band-filling correction does not repair that. If the potential has a long Coulomb tail and no flat region far from the donor, the alignment used here is itself uncertain.

**The smearing is kept fixed.** With Fermi–Dirac smearing of width \(k_BT\), an unbound carrier does not settle at the edge as \(L\) grows. Its density tends to zero, so the occupations become proportional to \(e^{-\varepsilon/k_BT}\). Once the level spacing is small compared with \(k_BT\), the three-dimensional density of states, proportional to \(\sqrt\varepsilon\), gives

\[
E_{\rm bf}\to
\frac{\int_0^\infty\varepsilon^{3/2}e^{-\varepsilon/k_BT}d\varepsilon}
{\int_0^\infty\varepsilon^{1/2}e^{-\varepsilon/k_BT}d\varepsilon}
=k_BT\,\frac{\Gamma(5/2)}{\Gamma(3/2)}=\frac32k_BT .
\]

For a free band with \(L=1000\) bohr and \(k_BT=1\) mHa, the sum over sampled levels gives 1.501 mHa, while zero-temperature filling gives 0.019 mHa. With Fermi–Dirac occupations, the smearing must therefore also be taken to zero for the correction to vanish. This holds for a bound donor too: at fixed \(k_BT\) the number of band states grows as \(L^3\), the bound level empties, and the same limit is reached. The value \(\tfrac32k_BT\) is specific to Fermi–Dirac smearing; with Gaussian smearing of fixed width the correction does tend to zero, but only very slowly as \(L\) grows. The formula corrects the internal energy; the entropy term in a smeared free energy is a separate matter.

The remaining values, including the bounds for each cell and the dense-mesh sum, are in the numerical output below.

## Numbers as computed

```
effective mass = 0.2 electron masses
donor well depth = 0.03 hartree, range = 6.0 bohr
plane-wave cutoff wavevector = 0.75 1/bohr
L (bohr): E_bf, bound, uncorrected, corrected (mhartree); E_bf/free
30: 18.7866, 82.2467, 18.4334, -0.3532; 0.9137
  first-order E_bf = 18.8840 mhartree
40: 10.7395, 46.2638, 10.5869, -0.1525; 0.9285
  first-order E_bf = 10.8045 mhartree
50: 6.9558, 29.6088, 6.8765, -0.0793; 0.9397
  first-order E_bf = 6.9979 mhartree
60: 4.8736, 20.5617, 4.8272, -0.0464; 0.9481
  first-order E_bf = 4.9016 mhartree
log slope of E_bf between 30 and 60 bohr = -1.9466
Worked cell, L = 40 bohr:
average donor potential = -0.56379 mhartree
alignment dV = 0.56379 mhartree
Gamma: weight 0.125, raw -0.0463, aligned -0.6101 mhartree, f 2.00
X: weight 0.375, raw 14.8831, aligned 14.3193 mhartree, f 2.00
M: weight 0.375, raw 29.4339, aligned 28.8701 mhartree, f 0.00
R: weight 0.125, raw 43.3623, aligned 42.7985 mhartree, f 0.00
correction = -10.7395 mhartree = -0.2922 eV
E_bf without alignment = 11.1623 mhartree
E_bf with one electron at each k = 21.5458 mhartree
binding well depth = 0.4 hartree, L = 40 bohr
its highest lowest-band level = -43.926 mhartree
its electron energy = -45.943 mhartree
its E_bf = 0.000 mhartree
free-band E_bf, 40^3 mesh, L = 40 bohr: 8.9725 mhartree
free-band dense-mesh formula: 8.9726 mhartree
ring hoppings = -0.01, 0.01 hartree; valley = 1.3181 rad/site
ring of 10 sites: excess = 0.13932 mhartree, bound = 3.94784 mhartree
ring of 12 sites: excess = 2.50000 mhartree, bound = 2.74156 mhartree
ring of 60 sites: excess = 0.07086 mhartree, bound = 0.10966 mhartree
smearing test: L = 1000 bohr, kT = 1.000 mhartree
smeared E_bf = 1.50074 mhartree
3kT/2 = 1.50000 mhartree
zero-smearing E_bf = 0.01851 mhartree
```
